# Local fields, absorption strengths and radiative rates in solution: test program

```python
"""
Radiative rate and absorption of a guest in a transparent host of index n.
Result under test: rate/rate_vacuum = n*L**2, cross section ratio = L**2/n,
where L is (n**2+2)/3 (Lorentz) or 3*n**2/(2*n**2+1) (empty cavity).
L = field acting on the guest / macroscopic field in the host.
Rydberg units: hbar=1, electron mass=1/2, e**2=2, c=2/fine-structure constant.
Field equations are Gaussian; polarizabilities are volumes.
Guest: transition energy omega, transition length r (dipole squared = 2*r**2).
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import solve
from scipy.special import spherical_jn, spherical_yn


def lorentz(n):
    return (n**2 + 2) / 3


def empty(n):
    return 3*n**2 / (2*n**2 + 1)


def close(value, target, rtol):
    assert abs(value - target) <= rtol*abs(target), (value, target)


c = 2 / sc.fine_structure
rydberg_J = sc.physical_constants['Rydberg constant times hc in J'][0]
bohr_m = sc.physical_constants['Bohr radius'][0]
time_s = sc.hbar / rydberg_J
omega, length, radius, n = 0.22, 2.0, 6.0, 1.4
eps = n**2
dipole2 = 2*length**2

# Vacuum rate: golden-rule angular quadrature, formula, and SI constants.
angular = quad(lambda th: 2*np.pi*np.sin(th)**3, 0, np.pi)[0]
golden = 2*np.pi * omega**2/((2*np.pi)**3*c**3) * 2*np.pi*omega*dipole2*angular
rate0 = 4*omega**3*dipole2/(3*c**3)
close(golden, rate0, 1e-10)
omega_SI = omega / time_s
dipole_SI = sc.e*length*bohr_m
rate_SI = omega_SI**3*dipole_SI**2/(3*np.pi*sc.epsilon_0*sc.hbar*sc.c**3)
close(rate0/time_s, rate_SI, 1e-7)

# Dispersive host: mode density times squared field per photon.
def eps_model(w):
    return 1 + 0.9/(1 - w**2)


step = 1e-5
up, down = omega + step, omega - step
d_weps = (up*eps_model(up) - down*eps_model(down))/(2*step)
group = (up*np.sqrt(eps_model(up)) - down*np.sqrt(eps_model(down)))/(2*step)
n_model = np.sqrt(eps_model(omega))
mode_density = n_model**2*group
energy_per_field2 = (d_weps + eps_model(omega))/2
close(mode_density/energy_per_field2, n_model, 1e-8)
assert group/n_model > 1.01

# Lorentz field: in-plane dipoles in a slab, where macroscopic E is external E.
# Each square layer is summed in a disc; the continuum supplies its far tail.
disc = 300
grid = np.arange(-disc, disc + 1)
x, y = np.meshgrid(grid, grid, indexing='ij')
rho2 = x*x + y*y
slab_sum = 0.0
for h in range(-4, 5):
    use = (rho2 <= disc**2) & (rho2 + h*h > 0)
    r2 = (rho2[use] + h*h).astype(float)
    slab_sum += np.sum(3*x[use]**2/r2**2.5 - 1/r2**1.5)
    slab_sum += np.pi*disc**2/(disc**2 + h*h)**1.5
close(slab_sum, 4*np.pi/3, 1e-4)


def cavity_wave(index, size):
    """Exact electric-dipole wave matching; size = vacuum k times radius."""
    def waves(z):
        j, yn = spherical_jn(1, z), spherical_yn(1, z)
        dj = spherical_jn(1, z, derivative=True)
        dy = spherical_yn(1, z, derivative=True)
        return j, j + 1j*yn, j + z*dj, j + 1j*yn + z*(dj + 1j*dy)
    j, h, dj, dh = waves(size)
    _, h_out, _, dh_out = waves(index*size)
    t = (h*dj - dh*j)/(h_out*dj - dh_out*j/index**2)
    b = (t*h_out - h)/j
    far_flux = abs(t)**2/index**3
    source_work = 1 + b.real
    reaction = (2j/3*size**3*b).real
    return far_flux, source_work, reaction


for index in (1.2, 1.4, 1.8):
    flux, work, reaction = cavity_wave(index, 0.003)
    close(flux, index*empty(index)**2, 1e-4)
    close(work, flux, 1e-5)
    close(reaction, 2*(index**2-1)/(2*index**2+1), 1e-4)
    # A host-like polarizability in the cavity must restore the Lorentz factor.
    host_alpha = (index**2-1)/(index**2+2)
    close(np.sqrt(flux/index)/(1-reaction*host_alpha), lorentz(index), 1e-4)
slope_wave = (cavity_wave(1.001, 0.003)[0]
              - cavity_wave(0.999, 0.003)[0])/0.002
close(slope_wave, 7/3, 1e-3)
size_example = omega*radius/c
flux_example, _, reaction_example = cavity_wave(n, size_example)
finite_size = flux_example/(n*empty(n)**2) - 1
assert abs(finite_size) < 1e-3

# Absorption from the complex index of a dilute mixture.
def mixture_index(background, guest):
    s = background + guest
    return np.sqrt((1 + 2*s)/(1 - s))


background = (eps - 1)/(eps + 2)
eta = 1e-7j
ratio_lorentz = mixture_index(background, eta).imag/mixture_index(0, eta).imag
close(ratio_lorentz, lorentz(n)**2/n, 1e-5)


def sphere_mixture_index(host_eps, inner_eps, fraction):
    change = 3*host_eps*(inner_eps-host_eps)/(inner_eps+2*host_eps)
    return np.sqrt(host_eps + fraction*change)


ratio_empty = (sphere_mixture_index(eps, 1+1e-3j, 1e-6).imag
               / sphere_mixture_index(1, 1+1e-3j, 1e-6).imag)
close(ratio_empty, empty(n)**2/n, 1e-5)

# Integrate an absorption line, then get the emission rate by thermal balance.
oscillator = omega*length**2/3
width, density, points = 1e-3, 1e-12, 40000
u_low, u_high = np.arctan(-2*omega/width), np.pi/2
du = (u_high-u_low)/points
u = u_low + (np.arange(points)+0.5)*du
w = omega + width/2*np.tan(u)
guest_alpha = 4*oscillator/(omega**2-w**2-1j*width*w)


def line_area(host_part):
    k = mixture_index(host_part, 4*np.pi/3*density*guest_alpha).imag
    return np.sum(2*w*k/(c*density)*width/2/np.cos(u)**2)*du


area0, area_n = line_area(0), line_area(background)
close(area0, 8*np.pi**2*oscillator/c, 1e-3)
close(omega**2*area0/(np.pi*c)**2, rate0, 1e-3)
close(n**2*omega**2*area_n/(np.pi*c)**2, n*lorentz(n)**2*rate0, 1e-3)

# Finite spherical piece of a simple cubic lattice of point dipoles, spacing 1.
axis = np.arange(-6, 7)
sites = np.array([(i, j, k) for i in axis for j in axis for k in axis
                  if i*i + j*j + k*k <= 36], dtype=float)
count = len(sites)
center = int(np.where(np.sum(sites**2, axis=1) == 0)[0][0])
delta = sites[:, None, :] - sites[None, :, :]
distance2 = np.sum(delta**2, axis=2)
np.fill_diagonal(distance2, 1.0)
tensor = 3*delta[:, :, :, None]*delta[:, :, None, :]
tensor /= distance2[:, :, None, None]**2.5
tensor -= np.eye(3)/distance2[:, :, None, None]**1.5
tensor[np.arange(count), np.arange(count)] = 0
T = tensor.transpose(0, 2, 1, 3).reshape(3*count, 3*count)
del tensor, delta
alpha_host = 3/(4*np.pi)*background
A = np.eye(3*count)/alpha_host - T
uniform = np.tile([1.0, 0.0, 0.0], count)
source = np.zeros(3*count)
source[3*center] = 1/alpha_host
full = solve(A, np.column_stack([uniform, source]), assume_a='sym')
field_full = full[3*center, 0]/alpha_host
moment_full = uniform @ full[:, 1]
close(moment_full, field_full, 1e-9)
assert abs(field_full - 1) < 0.05  # discrete surface of a small sphere
keep = np.ones(3*count, dtype=bool)
keep[3*center:3*center+3] = False
to_center = T[3*center, keep]
vacant = solve(A[np.ix_(keep, keep)],
               np.column_stack([uniform[keep], to_center]), assume_a='sym')
field_vacant = 1 + to_center @ vacant[:, 0]
moment_vacant = 1 + uniform[keep] @ vacant[:, 1]
reaction_lattice = to_center @ vacant[:, 1]
close(moment_vacant, field_vacant, 1e-9)
close(field_vacant/(1-reaction_lattice*alpha_host), field_full, 1e-9)
factor_vacancy = lorentz(n)*field_vacant/field_full
assert empty(n) < factor_vacancy < lorentz(n)

# Index dependence: slopes by finite differences and ratio of the two factors.
def log_slope(factor, index):
    a, b = index*np.exp(1e-5), index*np.exp(-1e-5)
    return (np.log(a*factor(a)**2)-np.log(b*factor(b)**2))/2e-5


slope_L, slope_C = log_slope(lorentz, n), log_slope(empty, n)
close(slope_L, 1+4*eps/(eps+2), 1e-7)
close(slope_C, 1+4/(2*eps+1), 1e-7)
close(log_slope(lorentz, 1), 7/3, 1e-7)
close(log_slope(empty, 1), 7/3, 1e-7)
close(lorentz(n)/empty(n), 1+2*(eps-1)**2/(9*eps), 1e-12)
close(1e3*lorentz(1e3)**2, 1e15/9, 1e-5)
close(1e3*empty(1e3)**2, 9e3/4, 1e-5)

# Slow orientational response at the optical frequency.
static_eps, relaxation_s = 30.0, 10e-12
debye = eps + (static_eps-eps)/(1-1j*omega_SI*relaxation_s)
assert abs(debye-eps) < 1e-2

print(f"transition energy = {omega:.3f} Ry")
print(f"transition length = {length:.3f} bohr")
print(f"speed of light = {c:.4f} Rydberg units")
print(f"oscillator strength = {oscillator:.5f} (dimensionless)")
print(f"vacuum radiative rate = {rate0:.5e} Ry/hbar")
print(f"vacuum radiative rate = {rate0/time_s:.5e} s^-1")
print(f"vacuum radiative lifetime = {time_s/rate0*1e9:.4f} ns")
print(f"vacuum absorption area = {area0:.5f} bohr^2 Ry")
print(f"host absorption area, Lorentz = {area_n:.5f} bohr^2 Ry")
print(f"host index = {n:.3f} (dimensionless)")
print(f"optical dielectric constant = {eps:.4f} (dimensionless)")
print(f"static dielectric constant = {static_eps:.1f} (dimensionless)")
print(f"Debye relaxation time = {relaxation_s*1e12:.1f} ps")
print(f"omega times relaxation time = {omega_SI*relaxation_s:.4e}")
print(f"Debye remainder |eps-n^2| = {abs(debye-eps):.3e}")
print(f"Lorentz factor if static eps misused = "
      f"{lorentz(np.sqrt(static_eps)):.4f}")
print(f"empty factor if static eps misused = {empty(np.sqrt(static_eps)):.4f}")
print(f"slab dipole sum = {slab_sum:.7f} per spacing^3")
print(f"4 pi / 3 = {4*np.pi/3:.7f}")
print(f"cavity radius = {radius:.2f} bohr")
print(f"vacuum k times radius = {size_example:.5e}")
print(f"exact cavity rate ratio = {flux_example:.6f}")
print(f"relative finite-radius correction = {finite_size:.3e}")
print(f"reaction factor times radius^3 = {reaction_example:.5f}")
print(f"host-like polarizability / radius^3 = {background:.5f}")
print(f"lattice sites in sphere = {count}")
print(f"lattice centre field / external field = {field_full:.5f}")
print(f"lattice vacancy field / external field = {field_vacant:.5f}")
print(f"vacancy local-field factor = {factor_vacancy:.5f}")
print(f"Lorentz/empty factor ratio = {lorentz(n)/empty(n):.5f}")
print(f"log slope of rate, Lorentz = {slope_L:.4f}")
print(f"log slope of rate, empty = {slope_C:.4f}")
print(f"cavity-wave slope at n=1 = {slope_wave:.5f}")
for name, factor in (("Lorentz", lorentz), ("empty", empty)):
    L = factor(n)
    enhancement = n*L**2
    print(f"{name}: local-field factor = {L:.5f}")
    print(f"{name}: rate = {enhancement*rate0/time_s:.5e} s^-1")
    print(f"{name}: lifetime = {time_s/(enhancement*rate0)*1e9:.4f} ns")
print("Table (ratios): n, rate Lorentz, rate empty, "
      "absorption Lorentz, absorption empty")
for index in (1.0, 1.2, 1.3, 1.4, 1.5, 1.6, 1.8):
    L, C = lorentz(index), empty(index)
    print(f"{index:.1f}  {index*L**2:.4f}  {index*C**2:.4f}  "
          f"{L**2/index:.4f}  {C**2/index:.4f}")
print("ALL CHECKS PASSED")
```

It prints:

```
transition energy = 0.220 Ry
transition length = 2.000 bohr
speed of light = 274.0720 Rydberg units
oscillator strength = 0.29333 (dimensionless)
vacuum radiative rate = 5.51700e-09 Ry/hbar
vacuum radiative rate = 1.14040e+08 s^-1
vacuum radiative lifetime = 8.7688 ns
vacuum absorption area = 0.08451 bohr^2 Ry
host absorption area, Lorentz = 0.10517 bohr^2 Ry
host index = 1.400 (dimensionless)
optical dielectric constant = 1.9600 (dimensionless)
static dielectric constant = 30.0 (dimensionless)
Debye relaxation time = 10.0 ps
omega times relaxation time = 4.5476e+04
Debye remainder |eps-n^2| = 6.166e-04
Lorentz factor if static eps misused = 10.6667
empty factor if static eps misused = 1.4754
slab dipole sum = 4.1887825 per spacing^3
4 pi / 3 = 4.1887902
cavity radius = 6.00 bohr
vacuum k times radius = 4.81625e-03
exact cavity rate ratio = 1.999606
relative finite-radius correction = -1.865e-05
reaction factor times radius^3 = 0.39025
host-like polarizability / radius^3 = 0.24242
lattice sites in sphere = 925
lattice centre field / external field = 1.00630
lattice vacancy field / external field = 0.95465
vacancy local-field factor = 1.25225
Lorentz/empty factor ratio = 1.10449
log slope of rate, Lorentz = 2.9798
log slope of rate, empty = 1.8130
cavity-wave slope at n=1 = 2.33332
Lorentz: local-field factor = 1.32000
Lorentz: rate = 2.78185e+08 s^-1
Lorentz: lifetime = 3.5947 ns
empty: local-field factor = 1.19512
empty: rate = 2.28040e+08 s^-1
empty: lifetime = 4.3852 ns
Table (ratios): n, rate Lorentz, rate empty, absorption Lorentz, absorption empty
1.0  1.0000  1.0000  1.0000  1.0000
1.2  1.5778  1.4876  1.0957  1.0331
1.3  1.9668  1.7419  1.1638  1.0307
1.4  2.4394  1.9996  1.2446  1.0202
1.5  3.0104  2.2593  1.3380  1.0041
1.6  3.6966  2.5196  1.4440  0.9842
1.8  5.4915  3.0395  1.6949  0.9381
ALL CHECKS PASSED
```
